How the linear-response U in DFT+U depends on the projector, part 2

Can a U computed in another code be typed into one that counts electrons with a different projector P? The setting is spin-restricted Kohn–Sham theory with a gap and real orbitals, in eV and bohr. The occupation is n = Tr(PD), with D the density matrix. Adding αP to the Hamiltonian gives the screened response χ = dn/dα, or χ₀ with the potential frozen, and

U = 1/χ₀ − 1/χ

The example is H₂ (LDA, d = 1.4 bohr). Its STO-3G functions a (atom A) and b (atom B) overlap by S = 0.6593 and give one transition, g ∝ a + b to u ∝ a − b, with U = K/p². The seven projectors use a itself, the Löwdin orbital

ã = ½[(a + b)/√(1 + S) + (a − b)/√(1 − S)]

and, at five radii R, the cut orbital

φ_R = θ(R − r) a(r)/√s,  s = ⟨a|θ|a⟩

with θ the step function. There U spans a factor of 39, U_atomic/U_Löwdin = 1/(1 − S²), and U ∝ R⁻⁶ at small R (sphere volume V). The Dudarev correction is

E_U = (U/2) Σ_I Σ_σ n_Iσ(1 − n_Iσ)

For occupied orbitals i, j and empty a, b (now indices), with f the Hartree-exchange-correlation kernel and M = Δ + 4K, Δ and M positive definite,

p_ia = ⟨i|P|a⟩,  Δ_ia,jb = (ε_a − ε_i) δ_ij δ_ab

K_ia,jb = ∫∫ ψ_i(r)ψ_a(r) f(r,r′) ψ_j(r′)ψ_b(r′) dr dr′

(1) χ₀ = −4pᵀΔ⁻¹p and χ = −4pᵀM⁻¹p = d²E/dα².

(2) U = ∫∫ w₀(r) f(r,r′) w(r′) dr dr′, where w₀ = δρ₀/δn₀ and w = δρ/δn.

(3) If p′ = λp, then χ₀′ = λ²χ₀, χ′ = λ²χ and U′ = U/λ².

(4) For two arbitrary projectors, with κ = χ/χ₀,

U′/U = (χ₀/χ₀′) · (1/κ′ − 1)/(1/κ − 1)

and κ depends on the direction of p.

(1) is proved, with x = −αM⁻¹p, x₀ = −αΔ⁻¹p, δρ = 4Σ x_ia ψ_iψ_a and δn = 4pᵀx. For (2), Δ⁻¹ − M⁻¹ = Δ⁻¹(M − Δ)M⁻¹. With M − Δ = 4K,

χ − χ₀ = 4pᵀ(Δ⁻¹ − M⁻¹)p = 16 pᵀΔ⁻¹KM⁻¹p = 16 x₀ᵀKx/α²

The two minus signs in x₀ and x cancel in the last step. From the form of δρ and the definition of K, ∫∫δρ₀ f δρ = 16x₀ᵀKx. Finally

U = (χ − χ₀)/(χ₀χ) = ∫∫δρ₀ f δρ/(αχ₀ · αχ) = ∫∫ w₀ f w

For one transition w₀ = w = 4x gu/(4xp) = gu/p, which returns K/p². A projector that registers only a small part of the charge that moves has a large w, and it reports a large U for the same physical energy.

*Proof of (3).* Both responses are quadratic forms in p, so each gains λ² and each inverse 1/λ². For P → sP, λ = s. For P → P + c·1, p is unchanged because ⟨i|a⟩ = 0, so λ = 1, although n shifts by c times the number of electrons. With one transition p is a number, and any two nonzero numbers are proportional. An unnormalized truncated orbital is the first case, since |θa⟩⟨θa| = s|φ_R⟩⟨φ_R|. Even this exact rule does not preserve the Dudarev functional. With n′_σ = sn_σ and U′ = U/s²,

U′n′_σ(1 − n′_σ) = U(n_σ/s − n_σ²)

The quadratic term is restored, while the linear term differs by U(1/s − 1)n_σ, which shifts the on-site potential.

*Proof of (4).* Since χ₀ < 0, U = (1/χ₀)(1 − 1/κ) = (1/|χ₀|)(1/κ − 1), and dividing two such expressions gives the ratio. Let y = Δ^(−1/2)p and N = Δ^(−1/2)MΔ^(−1/2) = 1 + 4Δ^(−1/2)KΔ^(−1/2), with eigenvalues 1 + λ_k > 0 and components y_k of y along the eigenvectors. Since M⁻¹ = Δ^(−1/2)N⁻¹Δ^(−1/2),

κ = yᵀN⁻¹y/(yᵀy) = Σ_k y_k² (1 + λ_k)⁻¹ / Σ_k y_k²

This weighted mean does not depend on the length of p. If two λ_k differ, choosing y along one eigenvector and then the other gives two values of κ. So κ is independent of direction only if all λ_k equal some λ, which means 4K = λΔ. Every direction is reached by some Hermitian P. With one occupied orbital it is reached by a normalized orbital as well, since φ = cos γ g + sin γ Σ_a e_a ψ_a, with e a unit vector, has p_a = cos γ sin γ e_a.

When p changes direction, converting U from one projector to another needs κ′, and κ′ needs the screened response to P′. That is the calculation the transfer was meant to avoid.

**The same molecule with many transitions**

In the cc-pVTZ basis H₂ has 27 transitions, the lowest at 11.4 eV. The projectors are built from the same STO-3G orbital a and enter through their matrix elements in the larger basis. The formulas in (1), including d²E/dα² = χ, are tested against finite differences for all seven projectors:

Löwdin: κ = 0.6385, U = 8.66 eV
atomic: κ = 0.6414, U = 14.9 eV
R = 0.5: κ = 0.7793, U = 140 eV
R = 0.7: κ = 0.7428, U = 50.3 eV
R = 1.0: κ = 0.7023, U = 22.0 eV
R = 1.5: κ = 0.6768, U = 11.8 eV
R = 2.5: κ = 0.6760, U = 10.3 eV

These values belong to the cc-pVTZ basis and are not converged to the digits shown. In cc-pVQZ the seven values of U are 8.64, 14.85, 133, 49.8, 21.2, 11.5 and 10.1 eV. An uncontracted basis with tight s functions lowers the R = 0.5 value further to about 125 eV (κ = 0.790) and the other cut-orbital values to 3–5% below the cc-pVTZ ones, while the Löwdin and atomic values move by about 1% or less. The trends discussed below are unchanged.

The exact rules of (3) hold. At R = 1.0, s = 0.4490 and 1/s² = 4.960, and the unnormalized orbital gives 108.93 eV against 21.96 × 4.960 = 108.9 eV. Adding 0.3 times the identity to the atomic projector leaves U at 14.94 eV.

Pure rescaling fails between different shapes, since κ spreads over 0.141. Converting the Löwdin value to R = 0.5 with the bare responses alone gives 8.66 × 0.065355/0.002025 = 8.66 × 32.3 = 280 eV, twice the computed 140 eV. The second factor in (4) supplies the rest:

(1/0.7793 − 1)/(1/0.6385 − 1) = 0.2832/0.5662 = 0.500

Over the listed radii from 1.5 down to 0.5, κ rises as R shrinks, while the weight moves to transitions of higher energy and the weighted mean of λ_k falls. Between R = 1.5 and 2.5, κ stays near 0.68 and is not monotonic (0.680 at R = 2.0), and the individual λ_k are not ordered strictly by energy. From the Löwdin orbital to R = 0.5 the mean of ε_a − ε_i, weighted by the squared components of y, rises from 15 to 57 eV, and the mean of λ_k, weighted by y_k², falls from 0.58 to 0.34.

The ratio U_atomic/U_Löwdin is 1.724, which is 2.5% below 1/(1 − S²) = 1.769. Symmetry shows where the change enters. The form of ã given earlier divides the overlap of a with any even orbital by √(1 + S) and with any odd orbital by √(1 − S). The occupied orbital is even, so p_atomic = √(1 − S²) p_Löwdin for odd empty orbitals and p_atomic = (1 + S) p_Löwdin for even ones. Inversion symmetry makes Δ and M block diagonal in the two classes. If a fraction t of the Löwdin response comes from the even class,

χ_atomic/χ_Löwdin = (1 − t)(1 − S²) + t(1 + S)²

and likewise for χ₀, with (1 + S)² = 2.753. The bare ratio 0.037435/0.065355 = 0.5728 gives t = (0.5728 − 0.5653)/(2.753 − 0.565) = 0.003, and the screened ratio 0.024010/0.041728 = 0.5754 gives t = 0.005. These fractions are inferred from the relation, not computed separately. Statement (4) then gives the ratio of the U values: (1/0.5728) × (1/0.6414 − 1)/(1/0.6385 − 1) = 1.746 × 0.9875 = 1.724. The first factor lies below 1.769 because the even class adds to the atomic response. The second differs from 1 because the two fractions differ, which symmetry alone does not fix. The vector p has turned only slightly, and the one-transition factor is nearly right for this pair. The same even-class scaling gives n_atomic/n_Löwdin = 1.6522/0.9957 = 1.659 = 1 + S. The Löwdin occupation falls short of 1 because the two STO-3G functions no longer span the occupied orbital exactly.

Two features deserve note. The undershoot at intermediate radius is much larger here: R = 2.5 gives 10.3 eV, 31% below the large-R limit of 14.9 eV, against 3% in the minimal basis. The cause is the even empty orbitals, which the minimal basis lacks. Splitting the responses in (1) by parity shows that at R = 2.5 they carry 21% of χ₀, against 1.6% for the atomic orbital, while the odd parts of χ₀ and χ differ by less than 1% between these two projectors. Also, the same Löwdin projector gives 12.1 eV in one basis and 8.7 eV in the other, so Δ and K, and with them the freedom of the density to respond, must match between two calculations as well.

The R⁻⁶ law survives in any finite basis of functions continuous at the nucleus, since p_a → g(0)ψ_a(0)V keeps a fixed direction and (3) applies with λ ∝ R³. The tested slope is −5.997. The law requires R to be much smaller than the width of the tightest basis function: in cc-pVTZ that width is 0.17 bohr, and the local slope is −5.9 at R = 0.05 but −5.1 at R = 0.17. In a complete basis ever higher transitions enter as R shrinks and the direction of p never settles. An untested scaling estimate then gives χ₀ ∝ R³ · R² (the occupied weight V times an inverse kinetic energy R²) and χ − χ₀ ∝ V², hence U ∝ R⁶/R¹⁰ = R⁻⁴.

**Which sites are inverted together**

With several Hubbard sites the responses are matrices, χ_IJ = dn_I/dα_J = −4p_IᵀM⁻¹p_J by the proof of (1), and U_II is read from the diagonal of χ₀⁻¹ − χ⁻¹. The set of sites is then a further convention. In the minimal basis p_B = −p_A, so the matrix has χ on the diagonal and −χ off it. It equals 2χ eeᵀ with e = (1, −1)/√2 and is singular, because equal shifts on both atoms move no charge at first order. Its pseudo-inverse is eeᵀ/(2χ), with diagonal 1/(4χ) and off-diagonal −1/(4χ). The same holds for χ₀, so U_AA = U/4: 12.144/4 = 3.036 eV for Löwdin and 21.48/4 = 5.371 eV for atomic orbitals, both tested. No physics has changed. For δn_A = −δn_B = δ the quadratic energy has four equal terms, ½ · 4 · (U/4)δ² = ½Uδ², as in the single-site convention, but three quarters of it now sit in U_BB and in the intersite elements. Keeping only U_AA from one convention and using it in the other is an error of a factor of 4 in this model.

**Scope**

A d or f shell with a uniform shift has P = Σ_m |φ_m⟩⟨φ_m|, and (1) to (4) hold as written. Unitary mixing among the m leaves P and hence U unchanged, while a change of radial shape, cutoff or orthogonalization changes p. The size of the effect depends on the system. In the two-orbital model the orthogonalization factor 1/(1 − S²) tends to 1 as S², and for a cut orbital ⟨a|φ_R⟩ = s/√s = √s, so the difference P′ − P of the two rank-one projectors has eigenvalues ±√(1 − s), each p_ia changes by at most √(1 − s), and the change due to the cut vanishes as s → 1. The factor of 39 found here belongs to a diffuse, strongly overlapping orbital and to radii that catch as little as 0.13 electron, and it is not an estimate for a compact shell. When p → 0, as for a projector onto a fully occupied or fully empty eigenspace, both responses vanish and U is undefined; near that limit small changes in P produce large changes in U. In a metal the occupations also respond, and for hybrid functionals or spin-dependent shifts the matrix M takes another form. The formulas above must then be rederived, but the step that matters is unchanged: at first order the perturbation and the measurement each bring one factor of P, so the response is quadratic in P and rule P → sP, U → U/s² stands.

The number from the other code may therefore be typed in if the two codes use the same operator P, including its normalization, for the same structure, functional, electronic state and treatment of the core electrons (so that Δ and K agree), with converged or identical bases and the same set of sites in the inversion. If any of these differs, U is computed again with the projector that will carry the correction, and it is reported together with that projector.

Calculated quantities

```
H2, LDA, d = 1.4 bohr, alpha = 0.05 eV
--- STO-3G basis, one transition ---
S = 0.6593   1-S^2 = 0.5653   1/(1-S^2) = 1.7690
Delta = 20.345 eV   Delta+4K = 32.489 eV
K = 3.0360 eV (Hartree 4.9323 eV, xc -1.8963 eV)   4K = 12.144 eV
projector   n(e)  chi0(1/eV)  chi(1/eV)  chi/chi0   U(eV)
Lowdin    1.0000  -0.049151  -0.030779    0.6262    12.14
atomic    1.6593  -0.027785  -0.017400    0.6262    21.48
R=0.5     0.1271  -0.001254  -0.000785    0.6262   476.02
R=0.7     0.2668  -0.004558  -0.002854    0.6262   130.97
R=1.0     0.5249  -0.012538  -0.007851    0.6262    47.61
R=1.5     0.9868  -0.024535  -0.015364    0.6262    24.33
R=2.5     1.5098  -0.028557  -0.017883    0.6262    20.90
projector   |p|    U*p^2(eV)
Lowdin    0.5000    3.0360
atomic    0.3759    3.0360
R=0.5     0.0799    3.0360
R=0.7     0.1523    3.0360
R=1.0     0.2525    3.0360
R=1.5     0.3533    3.0360
R=2.5     0.3811    3.0360
U_atomic/U_Lowdin = 1.7690
U(R=6 bohr) = 21.48 eV   |psi_g(0) psi_u(0)| = 0.2496 bohr^-3
DFT+U both atoms: projector, U(eV), n_sigma, E_U(eV), gap shift(eV)
Lowdin     12.14  0.5000    6.072    0.000
atomic     21.48  0.8297    6.072    9.338
atomic     12.14  0.8297    3.433    5.279
Lowdin     21.48  0.5000   10.741    0.000
two-site pseudo-inverse, Lowdin: U_AA = 3.036 eV
two-site pseudo-inverse, atomic: U_AA = 5.371 eV
d = 2.0 bohr: S = 0.4628  U_Lowdin = 14.49 eV  U_atomic = 18.44 eV
--- cc-pVTZ basis, many transitions ---
transitions = 27   lowest Delta = 11.418 eV
projector   n(e)  chi0(1/eV)  chi(1/eV)  chi/chi0   U(eV)
Lowdin    0.9957  -0.065355  -0.041728    0.6385     8.66
atomic    1.6522  -0.037435  -0.024010    0.6414    14.94
R=0.5     0.1158  -0.002025  -0.001578    0.7793   139.84
R=0.7     0.2456  -0.006889  -0.005117    0.7428    50.27
R=1.0     0.4957  -0.019298  -0.013554    0.7023    21.96
R=1.5     0.9423  -0.040420  -0.027357    0.6768    11.81
R=2.5     1.4716  -0.046365  -0.031342    0.6760    10.34
spread of chi/chi0 = 0.1408   U_atomic/U_Lowdin = 1.7240
R=1.0 bohr unnormalized: s = 0.4490  1/s^2 = 4.960  U = 108.93 eV
atomic + 0.3*identity: U = 14.94 eV
STO-3G: dlnU/dlnR between R = 0.005 and 0.01 bohr = -6.000
cc-pVTZ: dlnU/dlnR between R = 0.005 and 0.01 bohr = -5.997
```
